# Mass anisotropy and the weak-field Hall factor of n-type silicon

**Question**

I am stuck on an exercise about n-type silicon. It has six conduction valleys on the cubic axes, with longitudinal mass \(m_l=0.916\,m_0\) and transverse mass \(m_t=0.19\,m_0\). The relaxation time is isotropic, and I am asked for the contribution of the mass anisotropy to the weak-field Hall factor \(r\), defined by \(R_H=-r/(ne)\).

I treated the valleys as separate groups of electrons. For a current along \(x\), one third of them have mobility \(\mu_l=e\tau/m_l\) and two thirds have \(\mu_t=e\tau/m_t\). The formula for several kinds of carrier then gives

\[
r=\frac{(\mu_l^2+2\mu_t^2)/3}{\left[(\mu_l+2\mu_t)/3\right]^2}\approx1.26 .
\]

The exercise says that the answer is about 0.87. I don't see how the factor can be below one, since the mean of a square is never smaller than the square of the mean. Does "isotropic relaxation time" also mean that \(\tau\) is the same at all energies?

**Answer**

Your formula holds for groups of carriers that each have an isotropic mobility. Here each valley has different mobilities along \(x\) and \(y\), and the Hall effect involves both: the electric field drives an electron along one axis, and the magnetic force deflects it along the other. So \(\mu_x^2\) must be replaced by the product \(\mu_x\mu_y\), whose average can be smaller than the square of the mean.

**One valley**

Take \(\tau\) constant for now. The electron charge is \(-e\), the magnetic field \(B\) points along \(z\), and \(E_x,E_y\) are the electric field components. In a valley with masses \(m_x,m_y,m_z\) along the cubic axes, steady drift means that friction balances the force:

\[
\frac{m_xv_x}{\tau}=-e(E_x+v_yB),\qquad
\frac{m_yv_y}{\tau}=-e(E_y-v_xB).
\]

With \(\mu_i=e\tau/m_i\), these become

\[
v_x=-\mu_x(E_x+v_yB),\qquad v_y=-\mu_y(E_y-v_xB).
\]

A weak field means \(\mu_iB\ll1\), so we keep terms up to first order in \(B\). In the terms that already contain \(B\), we may insert the velocities at zero magnetic field, \(v_x=-\mu_xE_x\) and \(v_y=-\mu_yE_y\):

\[
v_x=-\mu_xE_x+\mu_x\mu_yBE_y,\qquad
v_y=-\mu_yE_y-\mu_x\mu_yBE_x .
\]

**Sum over the valleys**

Opposite valleys have the same masses, so there are three pairs, each holding a third of the electrons.

- Long axis along \(x\): \(\mu_x=\mu_l\), \(\mu_y=\mu_t\), product \(\mu_l\mu_t\).
- Long axis along \(y\): \(\mu_x=\mu_t\), \(\mu_y=\mu_l\), product \(\mu_l\mu_t\).
- Long axis along \(z\): \(\mu_x=\mu_y=\mu_t\), product \(\mu_t^2\).

The two averages needed are

\[
\bar\mu=\frac{\mu_l+2\mu_t}{3},\qquad
P=\overline{\mu_x\mu_y}=\frac{\mu_t^2+2\mu_l\mu_t}{3}.
\]

Since the current density is \(-ne\) times the mean velocity,

\[
j_x=ne(\bar\mu E_x-PBE_y),\qquad
j_y=ne(\bar\mu E_y+PBE_x).
\]

No current flows across the bar, so \(j_y=0\) and \(E_y=-PBE_x/\bar\mu\). This \(E_y\) is itself of first order in \(B\), so its term in \(j_x\) is of second order and drops out, leaving \(j_x=ne\bar\mu E_x\). Therefore

\[
R_H=\frac{E_y}{j_xB}=-\frac{1}{ne}\frac{P}{\bar\mu^2}.
\]

Call the ratio \(a=P/\bar\mu^2\). With \(K=m_l/m_t\) we have \(\mu_t=K\mu_l\), and \(\mu_l^2\) cancels:

\[
a=\frac{(K^2+2K)/3}{(1+2K)^2/9}
=\frac{3K(K+2)}{(2K+1)^2}.
\]

For silicon \(K=0.916/0.19=4.821\), so

\[
a=\frac{98.65}{113.25}=0.871 .
\]

The direction of \(\mathbf B\) does not matter at this order. For a general direction, the first-order velocity in one valley has components \(\mu_i\sum_{jk}\epsilon_{ijk}\mu_jE_jB_k\), where \(\epsilon_{ijk}\) is the antisymmetric symbol. Only products with \(i\ne j\) occur, and each of them averages to the same \(P\). The mean is thus \(P\,\mathbf E\times\mathbf B\), whatever the orientation.

**Why it is below one**

Subtract \(a\) from one and expand the numerator:

\[
1-a=\frac{4K^2+4K+1-3K^2-6K}{(2K+1)^2}
=\frac{(K-1)^2}{(2K+1)^2}.
\]

This is never negative, so the anisotropy lowers the factor for elongated valleys (\(K>1\)) and for flattened ones (\(K<1\)). The reason is visible in the covariance of the two mobilities across the valleys:

\[
P-\bar\mu^2=\frac{3\mu_t^2+6\mu_l\mu_t-\mu_l^2-4\mu_l\mu_t-4\mu_t^2}{9}
=-\frac{(\mu_t-\mu_l)^2}{9}.
\]

In silicon, a valley that is slow along \(x\) is fast along \(y\), and one that is slow along \(y\) is fast along \(x\). For flattened valleys the words slow and fast change places. Your argument about the mean of a square is correct, but it concerns \(\overline{\mu_x^2}\), which would enter if every valley were isotropic.

Two limits show the mechanism.

- For \(K\to\infty\) at fixed \(\mu_t\), the mobility \(\mu_l\) vanishes. Then \(\bar\mu=2\mu_t/3\) and \(P=\mu_t^2/3\), so \(a\to3/4\). The pairs with their long axis along \(y\) and \(z\) carry current along \(x\), but only the \(z\) pair can also be deflected along \(y\).
- For \(K\to0\) at fixed \(\mu_l\), \(a\to6K\to0\). Each electron can then move only along the symmetry axis of its valley (the short axis of the flattened energy surface), and the magnetic force cannot turn it.

**Does isotropic mean constant?**

No. An isotropic \(\tau\) is the same for all directions and valleys, but it may still depend on the energy \(\varepsilon\). To see what this changes, write the distribution in one valley as \(f_0+g\), where \(f_0\propto e^{-\varepsilon/kT}\) is the equilibrium part. To first order in the electric field, the steady Boltzmann equation reads

\[
g=e\tau f_0'\,\mathbf E\cdot\mathbf v
+\frac{e\tau}{\hbar}(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}\,g,
\qquad f_0'=\frac{df_0}{d\varepsilon}=-\frac{f_0}{kT}.
\]

For the term linear in \(B\), insert the first term of \(g\) into the second. The gradient of \(\tau f_0'\), a function of energy alone, points along \(\mathbf v\), and \((\mathbf v\times\mathbf B)\cdot\mathbf v=0\). So the gradient acts only on \(\mathbf E\cdot\mathbf v\). Since \(v_i=\hbar k_i/m_i\),

\[
g=e\tau f_0'(E_xv_x+E_yv_y)
+e^2\tau^2f_0'B\left(\frac{v_yE_x}{m_x}-\frac{v_xE_y}{m_y}\right).
\]

(A component \(E_z\) is not needed here.) The current along \(x\) is the sum of \(-ev_xg\) over states. Terms with \(v_xv_y\) cancel by symmetry:

\[
j_x=\frac{e^2E_x}{kT}\sum\tau f_0v_x^2
-\frac{e^3BE_y}{m_ykT}\sum\tau^2f_0v_x^2 .
\]

On a surface of constant energy each axis holds a third of the energy on average, so \(v_x^2\) averages to \(2\varepsilon/(3m_x)\). The density of states is proportional to \(\varepsilon^{1/2}\), and the mean energy is \(3kT/2\). For a valley with density \(n_v\) this gives

\[
\sum\tau^qf_0v_x^2=\frac{n_vkT}{m_x}\langle\tau^q\rangle,\qquad
\langle\tau^q\rangle=
\frac{\int_0^\infty\tau^q\varepsilon^{3/2}e^{-\varepsilon/kT}d\varepsilon}
{\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/kT}d\varepsilon}.
\]

Hence

\[
j_x=n_v\left[\frac{e^2\langle\tau\rangle}{m_x}E_x
-\frac{e^3\langle\tau^2\rangle}{m_xm_y}BE_y\right].
\]

This is the earlier result with \(\tau\to\langle\tau\rangle\) in the conductivity and \(\tau^2\to\langle\tau^2\rangle\) in the Hall term. The same replacement holds for \(j_y\) and for every valley, so the masses and the times separate:

\[
r=a\,s,\qquad s=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\ge1 .
\]

The inequality is your mean-square argument, now in its proper place. In this model \(a\) is therefore a lower bound on \(r\), reached when \(\tau\) is constant.

For \(\tau\propto\varepsilon^p\) the integrals are gamma functions:

\[
s=\frac{\Gamma(2p+\tfrac52)\,\Gamma(\tfrac52)}{\Gamma(p+\tfrac52)^2}.
\]

Acoustic phonons have \(p=-1/2\), which gives \(s=3\pi/8=1.178\) and \(r=0.871\times1.178=1.026\). Ionized impurities have \(p=3/2\) if screening and the slow logarithm in the Coulomb scattering rate are ignored. Then \(s=315\pi/512=1.933\) and \(r=1.684\). Integrating numerically over \(\mathbf k\)-space and along the past orbits of the electrons, with the silicon masses and these two power laws, gives the same 1.026 and 1.684.

When both mechanisms act, \(r\) need not lie between these values. With \(x=\varepsilon/kT\) and rates added as \(x^{1/2}+wx^{-3/2}\), the smallest \(s\) is 1.029, at \(w=0.65\), and \(r\) is then 0.897. The reason is that \(\tau\propto x^{3/2}/(x^2+w)\) has a maximum where \(x^2=3w\), here at \(x=1.4\). The weight \(x^{3/2}e^{-x}\) peaks at \(x=1.5\), so \(\tau\) is nearly flat where the weight is largest.

**A Hall bar in numbers**

Take a bar at 300 K with electron density \(n=10^{16}\ \mathrm{cm^{-3}}\), constant \(\tau=0.18\) ps, thickness \(d=10\ \mathrm{\mu m}\), width 1 mm, current \(I=1\) mA and \(B=0.5\) T. The valley mobilities are \(\mu_l=e\tau/m_l=346\) and \(\mu_t=K\mu_l=1666\ \mathrm{cm^2/Vs}\). Then

\[
\bar\mu=\frac{346+2\times1666}{3}=1226\ \mathrm{cm^2/Vs},
\]

\[
P=\frac{1666^2+2\times346\times1666}{3}
=1.31\times10^6\ \mathrm{cm^4/(Vs)^2}.
\]

The ratio \(P/\bar\mu^2\) is again 0.871. The Hall mobility, \(r\) times the drift mobility, is \(0.871\times1226=1068\ \mathrm{cm^2/Vs}\).

The Hall voltage is \(E_y\) times the width. Since \(j_x\) is \(I\) divided by width times thickness, the width cancels:

\[
|V_H|=\frac{aIB}{ned}
=\frac{0.871\times10^{-3}\times0.5}
{10^{22}\times1.602\times10^{-19}\times10^{-5}}\ \mathrm V
=27.2\ \mathrm{mV}.
\]

Here \(n\) and \(d\) are in SI units. Someone who reads this voltage with \(r=1\) reports a density of \(n/a=1.15\times10^{16}\ \mathrm{cm^{-3}}\), which is 15% above the true one.

**How far to trust 0.87**

The density and mobility of this bar are in the usual range for moderately doped silicon at room temperature, but its Hall factor is not. Measured values for electrons in lightly doped silicon are somewhat above one, roughly 1.1. One assumption that clearly fails is the constant \(\tau\): acoustic phonons alone would raise \(r\) from 0.87 to 1.03, and the density read with \(r=1\) would then be about 3% too low instead of 15% too high. That is not yet an estimate for this bar, because its donors scatter too. In the mixed model above, \(r\) is below one for \(w\) between about 0.004 and 6.6, and acoustic phonons plus screened scattering by \(10^{16}\ \mathrm{cm^{-3}}\) donors give \(r\approx0.91\). The pure impurity value of 1.68 is only a limit for comparison: screening at this density lowers it to about 1.54, and phonons also scatter strongly at 300 K. Scattering between valleys, left out so far, is strong at 300 K and raises \(s\). With commonly used deformation potentials, an isotropic \(\tau\) and parabolic bands, including it gives roughly \(r\approx1.14\) without donors and \(r\approx1.05\) at this density.

The relaxation time may also differ along the two valley axes. For constant times \(\tau_l\) and \(\tau_t\), the derivation needs only the mobility ratio, so \(K\) is replaced by

\[
\frac{\mu_t}{\mu_l}=\frac{m_l}{m_t}\,\frac{\tau_t}{\tau_l}.
\]

With the masses fixed, illustrative ratios \(\tau_l/\tau_t=0.67\), 2 and 4 give \(a=0.84\), 0.94 and 1.00. Up to \(\tau_l/\tau_t=m_l/m_t=4.8\), where \(a=1\), a longer time along the heavy axis makes the mobilities more equal and so hides the mass anisotropy.

The other effects are small for this bar, each taken alone and with \(\tau\) constant:

- The largest \(\mu B\) is \(\mu_tB=0.083\). Solving the drift equations at 0.5 T without the weak-field expansion gives \(r=0.8708\) instead of 0.8711. With \(\tau\propto\varepsilon^{-1/2}\) and the same mean mobility, the drop is larger, about 0.6%.
- A nonparabolic band, with a rough parameter of 0.5 per eV, raises \(r\) by 0.14%. This smallness depends on \(\tau\) being constant: for acoustic scattering, whose rate follows the density of states, the same parameter raises \(r\) by about 6%, from 1.03 to 1.09.
- Strain that lowers the \(z\) valleys by 1 meV, with \(B\) along \(z\), gives \(r=0.876\). This is a strain of only about \(10^{-4}\). At 10 meV, \(r\) is 0.91 for \(B\) along \(z\) and 0.85 for \(B\) along \(x\), so the field direction then matters. A transverse mass 5% larger, without strain, also gives 0.876.
- The density is \(3.7\times10^{-4}\) of the effective density of states, so Boltzmann statistics are adequate. The Landau level spacing for the transverse mass is 0.012 \(kT\), so classical orbits are too.
- The drift speed is \(2.7\times10^{-4}\) of the thermal speed, at a field of 5 V/cm along the bar, which supports treating the electric field to first order.

So 0.87 is the answer to your exercise, as the mass factor \(a\). To compare with a measured Hall factor you also need \(s\), and that depends on what scatters the electrons. Most of these values are listed in the numerical output below.

## Computed values

```
longitudinal, transverse mass: 0.916, 0.19 m0
mass ratio K: 4.8211
numerator 3K(K+2): 98.654
denominator (2K+1)^2: 113.254
anisotropy factor a, formula: 0.8711
a, drift equations solved: 0.8711
a, tilted field and current: 0.8711
a, k-space integral, constant tau: 0.8711
a at K = 1e5: 0.7500
r if each valley were isotropic: 1.2578
temperature: 300 K; kT: 25.85 meV
electron density: 1.0e+16 cm^-3
relaxation time: 0.18 ps
conductivity mass: 0.2582 m0
longitudinal mobility: 345.6 cm^2/Vs
transverse mobility: 1666.3 cm^2/Vs
drift mobility: 1226.0 cm^2/Vs
mean product P: 1.3094e+06 cm^4/(Vs)^2
mobility covariance: -1.9379e+05 cm^4/(Vs)^2
Hall mobility, constant tau: 1068.0 cm^2/Vs
bar thickness: 10 um
bar width: 1 mm
current: 1 mA; field: 0.5 T
Hall voltage magnitude: 27.18 mV
Hall voltage, full solution: 27.18 mV
density read with r = 1: 1.148e+16 cm^-3
s, acoustic phonons: 1.1781
s, ionized impurities: 1.9328
s, minimum for mixed scattering: 1.0293
impurity/phonon rate at E = kT there: 0.654
r = a*s, phonons: 1.0262
r = a*s, impurities: 1.6836
r = a*s, mixed minimum: 0.8966
r, k-space integral, phonons: 1.0262
r, k-space integral, impurities: 1.6836
r, k-space integral, mixed: 0.8966
a for tau_l/tau_t = 0.67: 0.8380
a for tau_l/tau_t = 2.0: 0.9413
a for tau_l/tau_t = 4.0: 0.9964
r at the actual field, constant tau: 0.8708
nonparabolicity (rough): 0.5 per eV
nonparabolic correction to r: 0.140 %
r, z valleys lowered by 1 meV, B along z: 0.8756
a with mt 5% heavier: 0.8756
effective density of states: 2.738e+19 cm^-3
degeneracy measure n/Nc: 3.65e-04
Landau spacing/kT (transverse mass): 0.0118
field along the bar: 5.09 V/cm
drift speed/thermal speed: 2.72e-04
```
